\section*{Solute clusters in atom-probe data: maximum-separation linking with a relabelling threshold}

\section{Result}

An atom-probe reconstruction gives $N$ detected atoms at known positions, of which $n$ are solutes. Two solutes are linked if their distance is at most $d_{\max}$. A cluster candidate is a connected component of the resulting graph, and its size is its number of detected solutes. Candidates of at least $N_{\min}$ solutes are accepted.

To find $N_{\min}$, keep all positions and place $n$ solute labels on them at random, each choice of $n$ positions being equally likely. Do this $R$ times independently, record the largest component size $M_r$ each time, and sort the values as $M_{(1)}\le\dots\le M_{(R)}$. For a chosen error probability $\alpha$ set
\begin{equation}
N_{\min}=1+M_{(k)},\qquad k=\lceil(1-\alpha)(R+1)\rceil .
\label{rule}
\end{equation}
If the measured labels are themselves random, the probability that any candidate is accepted is at most $\alpha$. This holds for every arrangement of positions. A second bound, derived below, covers data that do contain precipitates.

Two conditions apply throughout: $d_{\max}$ and $\alpha$ are fixed without looking at the labels, and $k\le R$, which requires $R+1\ge1/\alpha$. For $\alpha=0.05$ at least 19 relabellings are needed.

\section{Why the threshold works}

\subsection{Randomly labelled data}

Let $M_0$ be the largest component in the measured data. If the measured labels are random, then, at given positions and given $n$, the values $M_0,M_1,\dots,M_R$ are independent and identically distributed. Any of them is equally likely to play the part of the measurement.

Sort all $R+1$ values as $T_{(1)}\le\dots\le T_{(R+1)}$. Remove one value $M_j$ and let $Q_j$ be the $k$-th smallest of the rest. Removing a value cannot lower the $k$-th smallest, so $Q_j\ge T_{(k)}$. Hence $M_j>Q_j$ implies $M_j>T_{(k)}$. At most $R+1-k$ values can lie strictly above $T_{(k)}$, so at most $R+1-k$ indices $j$ satisfy $M_j>Q_j$. By symmetry each index has the same probability of doing so, and therefore
\begin{equation}
P(M_0\ge N_{\min})=P(M_0>M_{(k)})\le\frac{R+1-k}{R+1}\le\alpha .
\label{alpha}
\end{equation}
The first equality holds because sizes are integers. The last step uses $k\ge(1-\alpha)(R+1)$.

The added 1 in (\ref{rule}) matters because integer sizes are often tied. For 12 random positions in a unit cube, 5 solutes and a linking distance of 0.45, all labellings can be enumerated. With $\alpha=0.05$ and $R=99$ the false-alarm probability is 0.026 for (\ref{rule}), but 0.14 if the 1 is left out. Both numbers belong to one draw of the positions. Over 25 other draws the first stayed at or below 0.026 and the second ranged from 0.10 to 0.24.

\subsection{Data with precipitates}

Suppose now that precipitates exist. Let $A$ be the set of positions belonging to the matrix, and let $m$ solutes be distributed uniformly at random on $A$, independently of the labels in the precipitates. A false cluster is an accepted component made of matrix solutes alone. Its size cannot exceed $M_A$, the largest component formed when all other solutes are ignored.

A full relabelling puts a random number $K$ of solutes on $A$. Given $K=j\ge m$, these occupy a uniformly random set of $j$ positions in $A$. Keep $m$ of them at random. The kept set is a uniformly random set of $m$ positions, so its largest component is distributed as $M_A$. Restoring the discarded solutes can enlarge or merge components but cannot shrink the largest one. Thus $P(M\ge t\,|\,K=j)\ge P(M_A\ge t)$, where $M$ belongs to the full relabelling. Multiplying by $P(K=j)$ and summing over $j\ge m$ gives
\begin{equation}
P(M\ge t)\ge P(K\ge m)\,P(M_A\ge t).
\label{matrix}
\end{equation}
At given positions and $n$, the threshold depends on the relabellings alone and is independent of the matrix labels. Setting $t=N_{\min}$, averaging over the threshold, and applying (\ref{alpha}) to a fresh relabelling yields
\begin{equation}
P(\text{any false cluster})\le\frac{\alpha}{P(K\ge m)} .
\label{false}
\end{equation}
When solute has gone from the matrix into precipitates, $m$ lies below the mean $n|A|/N$ of $K$, and the denominator is usually close to 1. The price is sensitivity: the relabelled data contain more matrix solute than the real matrix, which tends to raise the threshold.

\section{What random labels produce}

Exact averages provide a check on an implementation. Take a connected set $S$ of $s$ positions, and let $u$ other positions lie within $d_{\max}$ of at least one member. $S$ is a complete component if all its members are solutes and none of the $u$ neighbours is. The remaining $n-s$ labels must then fall on the remaining $N-s-u$ positions, so
\begin{equation}
P(S\text{ is a component})=\binom{N-s-u}{n-s}\bigg/\binom{N}{n}.
\label{component}
\end{equation}
For fixed $s$ and $u$, as $N\to\infty$ at fixed $c=n/N$, this tends to $c^s(1-c)^u$: $s$ sites are filled and $u$ are empty.

Summing (\ref{component}) over all connected sets of size $s$ gives the mean number of such components. For isolated solutes, $s=1$, the sum has $N$ terms. For larger $s$ it becomes impractical. Each connected set can be extended by any of its $u$ neighbours, and a set of $s+1$ members can be reached in this way from at most $s+1$ smaller sets. The number of sets therefore grows at least by the factor $\bar u_s/(s+1)$, where $\bar u_s$ is the mean of $u$ over sets of size $s$. This is why the size distribution is sampled.

The mean number of links is simpler. A given pair of positions receives two solute labels with probability $(n/N)\,(n-1)/(N-1)$. If $L$ pairs of atoms lie within $d_{\max}$,
\begin{equation}
\langle\text{links}\rangle=L\,\frac{n(n-1)}{N(N-1)},\qquad L=\frac{N\bar u}{2},
\label{links}
\end{equation}
where $\bar u$ is the mean number of atoms within $d_{\max}$ of an atom. The factor $1/2$ removes double counting.

\section{Pseudocode and cost}

\begin{verbatim}
function COMPONENT_SIZES(points, dmax):
    build a k-d tree of points
    links = all pairs with distance <= dmax
    start with every point as its own set
    for (i, j) in links: merge the sets of i and j
    return the sizes of the sets

function FIND_CLUSTERS(positions, labels, dmax, alpha, R):
    n = number of solute labels
    k = ceil((1 - alpha) * (R + 1));  require k <= R
    for r = 1 ... R:
        S = n distinct positions drawn uniformly
        M[r] = max(COMPONENT_SIZES(S, dmax))
    sort M in ascending order
    Nmin = 1 + M[k]             (first index is 1)
    link the measured solutes
    return components with size >= Nmin
\end{verbatim}

The tree is built from solutes alone. At moderate linking distance one pass costs about $n\log n$ operations plus a term proportional to the number of links, and the relabelling costs $R$ such passes. By (\ref{links}) the number of links grows as $n^2$ at fixed positions, and roughly as $d_{\max}^3$ while the neighbourhood is small compared with the sample and the density is even. The passes are independent and can run in parallel.

Two numerical points need care. If rounding pushed $(1-\alpha)(R+1)$ just above an integer, $k$ would rise by one. For $\alpha=0.1$, 0.05, 0.0125 and 0.01 with $R<5000$ this does not occur in double precision; subtracting a small guard before rounding up is a cheap precaution for other values. The binomials in (\ref{component}) overflow and should be evaluated through logarithms of the gamma function. For $N\approx1.8\times10^5$ these logarithms are near $2\times10^6$, so double precision leaves a relative error of order $10^{-9}$ in the ratio.

\section{Worked example}

The example is a simulated alloy in the regime of thermally aged iron with about 1 at.\% copper. The sample is a bcc lattice of parameter 0.287 nm in a cube of side 16.07 nm. The detection efficiency is 0.5, and the position errors are Gaussian with standard deviation 0.2 nm laterally and 0.05 nm in depth; these are rough typical values. The matrix contains 0.5 at.\% copper. Twelve spherical precipitates, three of each of four radii, contain 60 at.\% on average.

This gives $N=175\,979$ and $n=1611$, or 0.915 at.\%, with $m=873$ solutes in the matrix. The settings are $d_{\max}=0.5$ nm, $\alpha=0.05$ and $R=999$, hence $k=0.95\times1000=950$.

\subsection{Checking the random reference}

The mean number of atoms within $d_{\max}$ is $\bar u=20.74$. Equation (\ref{links}) gives
\begin{equation}
\langle\text{links}\rangle=\frac{20.74\times1611\times1610}{2\times175\,978}\approx152.8 ,
\end{equation}
against 152.9 with unrounded $\bar u$ and 153.3 from sampling. For isolated solutes the dilute form with $u$ replaced by its mean gives $1611\,(1-0.00915)^{20.74}\approx1331$. The exact sum is 1332.7 and the sampled mean 1331.9.

\subsection{The threshold and the clusters}

The relabellings give $N_{\min}=7$ detected solutes, which corresponds to about $7/0.5=14$ solutes before detection loss. Among 399 fresh relabellings a fraction 0.013 reaches this size. The numbers of components of size at least $s$ are:

\begin{center}
\begin{tabular}{rrr}
$s$ & measured & relabelled mean\\
2 & 47 & 130.3\\
3 & 15 & 15.8\\
4 & 11 & 2.35\\
5 & 10 & 0.35\\
6 & 8 & 0.06\\
7 & 8 & 0.01
\end{tabular}
\end{center}

``Measured'' here means the simulated data with their true labels. They contain fewer small groups than the relabelled data because the matrix is depleted. Links scale nearly as the square of the number of solutes, so the matrix alone should have about $153\times(873/1611)^2\approx45$ links. The excess over random appears from $s=4$ upward.

Eight clusters are accepted, none made of matrix solutes alone, and 1.3\% of their members are matrix solutes. The largest has 188 members. Its $p$-value, $(1+\#\{M_r\ge M_0\})/(R+1)=0.001$, is the smallest that 999 relabellings can give.

Call a precipitate found if at least half its detected solutes lie in one accepted cluster. All six with radii 0.8 and 1.2 nm are found, two of three at 0.5 nm, and none at 0.35 nm. The detected density is $175\,979/16.07^3\approx42.4$ atoms per nm$^3$, or 25.4 solutes per nm$^3$ inside a precipitate. Seven solutes then fill a sphere of radius
\begin{equation}
r=\left(\frac{3\times7}{4\pi\times25.4}\right)^{1/3}\text{nm}\approx0.40\ \text{nm},
\end{equation}
which lies between the radii with no and with partial recovery. The estimate ignores position errors and the scatter of the solute number about its mean. The three precipitates of radius 0.5 nm have 11 detected solutes on average, and those of 0.35 nm have 3, somewhat below the expected contents of about 13 and 4.5. The missed one at 0.5 nm has 11 solutes but splits into components holding 5, 4, 1 and 1 of them, so content above $N_{\min}$ is not sufficient. Three precipitates per radius do not fix a recovery rate: in 250 simulated precipitates per radius with the same parameters and $N_{\min}=7$, about 12\% were found at 0.35 nm, about 40\% at 0.40 nm and about 90\% at 0.5 nm.

The bound (\ref{false}) is not weakened here. The matrix has $|A|\approx873/0.005\approx174\,600$ positions, so a relabelling puts on average $1611\times174\,600/175\,979\approx1598$ solutes there, far more than 873, and $P(K\ge m)=1$ to six decimals. Relabelling the matrix positions with only 873 solutes would give a threshold of 5, and 10 candidates would pass it. That choice requires knowing which atoms belong to the matrix.

\section{Stability of the threshold}

$N_{\min}$ is an integer estimated from a finite sample and can jump by one between runs. Here $M_{(950)}=6$, so at least 50 of the 999 relabellings reached size 6. The mean count of 0.059 allows at most 59. The sampled probability of reaching 6 therefore lies between 0.050 and 0.059, just on the edge of $\alpha$. With $R=199$ and $k=190$, a threshold of 7 requires at least 10 relabellings to reach 6, while 10 to 12 are expected with a standard deviation of about 3. A separate run with $R=199$ indeed gave 6. A larger $R$ does not remove the jump here: 2500 further relabellings put the probability of reaching 6 at $0.051\pm0.004$, so 6 and 7 are comparably likely at $R=999$ as well. The accepted set is unaffected, because the data contain no component of size exactly 6.

The threshold also depends on the volume analysed. At fixed density, composition and $d_{\max}$, the mean number of random components of a given size grows in proportion to volume, apart from surface effects. In a volume 100 times larger, about $100\times0.009\approx0.9$ random components of size 7 or more would be expected per relabelling, so $N_{\min}$ would have to rise. A threshold should not be carried from one data set to another.

\section{Choice of linking distance}

If $d_{\max}$ is below the smallest solute separation in every relabelling and in the data, all components have size 1, $N_{\min}=2$, and nothing is accepted. If it exceeds the sample diameter, every labelling gives one component of size $n$, $N_{\min}=n+1$, and again nothing is accepted. Useful values lie between.

For a fixed labelling, a larger $d_{\max}$ can add links but not remove them, so no $M_r$ decreases. With the same 199 relabellings at each distance, the example gives:

\begin{center}
\begin{tabular}{cccc}
$d_{\max}$ (nm) & $N_{\min}$ & found of 12 & matrix share\\
0.4 & 5 & 8 & 0.009\\
0.5 & 6 & 8 & 0.013\\
0.7 & 12 & 9 & 0.025\\
0.9 & 28 & 6 & 0.052
\end{tabular}
\end{center}

The matrix share is the fraction of accepted members that are matrix solutes. At 0.9 nm the threshold of 28 is well above the mean solute content of the two smaller kinds of precipitate, 3 and 11. With only 199 relabellings the thresholds at large distance are uncertain by more than one: for a newly generated alloy with the same parameters, two batches at 0.9 nm gave 26 and 25. This does not change the comparison with 3 and 11.

Choosing the most pleasing row after seeing the labels voids (\ref{alpha}). If $D$ distances are to be tried, using $\alpha/D$ for each restores the guarantee, because the probability that at least one gives a false alarm is at most the sum of the separate probabilities. Four distances at a total of 0.05 require $R\ge79$.

\section{Failure modes and the real instrument}

\textbf{Wrong random reference.} Scattering $n$ points uniformly in the volume is not equivalent to relabelling. Consider 40\,000 atoms in a 10 nm cube, with a column over one tenth of the cross-section having four times the surrounding density. Let 800 randomly chosen atoms be solutes, with $d_{\max}=0.5$ nm. Links scale with the mean squared density, which exceeds the square of the mean by the factor $(0.9+0.1\times16)/(0.9+0.1\times4)^2\approx1.5$, and they concentrate in the column. The counted ratio of links in this finite box is about 1.43. With 199 samples each, uniform scattering gives $N_{\min}=8$ and relabelling gives 20; between batches these scatter over about 8--9 and 18--23. In 399 fresh random labellings the false-alarm rates are 0.925 and 0.035.

\textbf{Labels that influence positions.} The proof needs matrix labels to be random at given positions. A loss that is independent from atom to atom and uniform in space does no harm, even if its rate differs between solutes and solvent atoms, because the detected labels are still random at the detected positions. The condition can fail if solutes are displaced differently from solvent atoms, if their relative loss varies with place or surroundings, or if they attract one another in the matrix. To size the last effect, 87 of the 873 matrix solutes were placed at the position nearest to another solute. The mean largest matrix component rose from 3.2 to 4.1, and a fraction 0.007 of 299 trials reached size 7, against none without pairing. The threshold of 7 tolerates this degree of pairing. The lower threshold of 5 does not: in 1000 further trials with the same pairing, about 16\% reached size 5, well above $\alpha$, against about 2\% without pairing.

\textbf{Comparison with aged iron--copper.} The lattice, copper content and detection efficiency are of realistic size. The volume is far smaller than a typical measurement, and twelve precipitates in it amount to about $3\times10^{24}$ m$^{-3}$, a high density chosen to place several sizes in a small box. Real precipitates also lack sharp spherical boundaries, and real instruments distort them. Three distortions were applied separately to the same simulated alloy, each with 199 relabellings; the undistorted reference at this $R$ is $N_{\min}=6$ with 8 precipitates found. Compressing lateral coordinates inside precipitates by a factor 0.8 gave 7 and 9. Misassigning 0.1\% of atoms as copper gave 7 and 8. Losing 20\% of the precipitate solutes to detector pile-up gave 6 and 7. No matrix-only cluster was accepted in any of the three. The changes in $N_{\min}$ are at most one unit, but not all are sampling noise: the added labels raise the probability of reaching size 6 from about 0.05 to about 0.11, which makes 7 the regular outcome, and the pile-up loss lowers it to about 0.03, which makes 6 the regular outcome. Each recovery count is a single realisation, so the cases show that the effects are modest at these strengths in this model but do not rank them.

An accepted cluster is thus evidence against random labelling at the stated $\alpha$. A rejected candidate is not evidence that no precipitate is there: in this example all three of radius 0.35 nm were missed. The numerical output of the main program follows.

\section*{Computed values}
\begin{verbatim}
Exact false-alarm probability, 12 positions, 5 solutes, alpha = 0.05
  R=19: with +1 0.0208, without +1 0.1176
  R=99: with +1 0.0256, without +1 0.1415
  R=999: with +1 0.0372, without +1 0.1880
Dense column: N_min uniform 8, relabelled 20
  false-alarm rate: uniform 0.925, relabelled 0.035
Lattice parameter 0.287 nm, box side 16.07 nm, efficiency 0.5
Blur (standard deviation): lateral 0.2 nm, depth 0.05 nm
Solute fraction: matrix 0.005, precipitates 0.6
Detected atoms N = 175979, solutes n = 1611, matrix solutes m = 873
Overall solute content 0.915 at.%
d_max = 0.5 nm, R = 999, k = 950
Mean atoms within d_max 20.74, mean solutes 0.190
Singlets: sampled 1331.91, exact 1332.68
Links: sampled 153.25, exact 152.88
N_min = 7 detected solutes = 14 solutes before detection loss
Fresh relabellings reaching N_min: fraction 0.013
Components of size >= s: observed, relabelled mean
  s=2: 47, 130.263
  s=3: 15, 15.804
  s=4: 11, 2.348
  s=5: 10, 0.345
  s=6: 8, 0.059
  s=7: 8, 0.009
Largest observed component 188, p = 0.001
Accepted clusters 8, matrix-only 0, matrix share of members 0.013
  radius 0.35 nm: mean detected solutes 3.0, found 0 of 3
  radius 0.5 nm: mean detected solutes 11.0, found 2 of 3
  radius 0.8 nm: mean detected solutes 53.7, found 3 of 3
  radius 1.2 nm: mean detected solutes 178.3, found 3 of 3
P(K>=m) = 1.000000, matrix false-alarm rate 0.000
N_min at matrix composition 5
Linking distance scan: N_min, precipitates found of 12, matrix share
  d_max=0.4 nm: 5, 8, 0.009
  d_max=0.5 nm: 6, 8, 0.013
  d_max=0.7 nm: 12, 9, 0.025
  d_max=0.9 nm: 28, 6, 0.052
Neglected effects: N_min, precipitates found of 12, matrix-only clusters
  lateral compression x0.8: 7, 9, 0
  background 0.1 at.%: 7, 8, 0
  pile-up loss 20%: 6, 7, 0
Pairing of 87 matrix solutes: mean largest component 3.17 -> 4.05
  matrix false-alarm rate with pairing 0.007
\end{verbatim}
